# Exchange current and interfacial capacitance from a Randles impedance spectrum

## Question

A zinc electrode rests at its equilibrium potential in a solution of 5.0 mM Zn²⁺ with 1 M sodium sulfate as supporting electrolyte, at 298.15 K. The reaction is Zn ⇌ Zn²⁺ + 2e⁻, so $n=2$. The table gives a synthetic small-signal impedance spectrum per unit electrode area, rounded to 0.001 Ω cm².

| Frequency (Hz) | Re Z (Ω cm²) | −Im Z (Ω cm²) |
|---:|---:|---:|
| 0.05 | 21.193 | 6.352 |
| 0.10 | 19.332 | 4.494 |
| 0.20 | 18.017 | 3.184 |
| 0.50 | 16.848 | 2.028 |
| 20 | 15.100 | 0.966 |
| 50 | 14.805 | 1.772 |
| 100 | 14.192 | 3.119 |
| 200 | 12.392 | 5.153 |
| 400 | 8.593 | 6.457 |
| 1000 | 3.862 | 4.532 |
| 10 000 | 2.022 | 0.530 |
| 20 000 | 2.005 | 0.265 |
| 50 000 | 2.001 | 0.106 |
| 100 000 | 2.000 | 0.053 |

The equivalent circuit is a solution resistance $R_s$ in series with an interface. The interface is a capacitance $C$ in parallel with a faradaic branch $Z_f$, which contains charge transfer and diffusion in series. Time dependence is $e^{+j\omega t}$, and anodic current is positive.

(a) Derive $Z_f$ from Butler–Volmer kinetics and semi-infinite diffusion, and relate its resistance to the exchange current density $i_0$.

(b) Find $R_s$ from the high-frequency data and the coefficient $\sigma$ of the diffusion impedance, defined in (a), from the low-frequency data.

(c) With $R_s$ and $\sigma$ known, solve for the charge-transfer resistance and for $C$ at a single frequency.

(d) Evaluate $i_0$ and $C$, and check the result.

(e) At 20 Hz, examine what happens if the diffusion tail is ignored, or is subtracted from the total impedance.

(f) Which assumptions would limit the result for a real zinc electrode?

## Model answers

### (a) The faradaic branch

Let $f=F/RT$, with $F$ the Faraday constant, $\eta$ the departure from equilibrium potential, $c^*$ the bulk concentration of Zn²⁺ and $c_0$ its value at the surface. The metal has unit activity, and the supporting electrolyte suppresses migration. The rate law is

$$i=i_0\left[e^{\alpha_a f\eta}-\frac{c_0}{c^*}e^{-\alpha_c f\eta}\right],\qquad \alpha_a+\alpha_c=n .$$

Write $c_0=c^*+\delta c_0$ and keep first-order terms. The exponentials contribute $(\alpha_a+\alpha_c)f\eta=nf\eta$, so

$$i=i_0\left(nf\eta-\frac{\delta c_0}{c^*}\right),\qquad
\eta=\frac{RT}{nFi_0}\,i+\frac{RT}{nF}\frac{\delta c_0}{c^*}.$$

The first term defines the charge-transfer resistance,

$$R_{ct}=\frac{RT}{nFi_0}.$$

It depends on the sum of the transfer coefficients and not on how they divide that sum.

For the second term, diffusion obeys $j\omega\,\delta c=D\,\delta c''$. The solution that decays into the electrolyte is $\delta c=\delta c_0e^{-x\sqrt{j\omega/D}}$. Anodic current releases zinc ions, so the flux into the solution at $x=0$ is

$$-D\,\delta c'(0)=\sqrt{j\omega D}\,\delta c_0=\frac{i}{nF}.$$

Substituting $\delta c_0$ and using $1/\sqrt j=(1-j)/\sqrt2$ gives the diffusion impedance

$$Z_W=\frac{RT}{n^2F^2c^*\sqrt{j\omega D}}=\frac{\sigma(1-j)}{\sqrt\omega},\qquad
\sigma=\frac{RT}{n^2F^2c^*\sqrt{2D}} .$$

Thus $Z_f=R_{ct}+\sigma(1-j)/\sqrt\omega$, and the complete circuit is

$$Z=R_s+\frac{1}{j\omega C+1/Z_f}.$$

A finite-difference solution of the diffusion equation, coupled to the nonlinear rate law differentiated numerically, was tested against this $Z_f$ at 0.05 and 20 Hz for two choices of $\alpha_a$. The largest relative difference was $6.8\times10^{-7}$.

### (b) The two ends of the spectrum

**High frequency.** Let $Y=1/(Z-R_s)=G+jB$. Taking the real part of $1/Y=(G-jB)/|Y|^2$ gives

$$\mathrm{Re}\,Z-R_s=G\,|Z-R_s|^2 .$$

At high frequency the capacitor carries most of the current, so $Z-R_s$ is almost imaginary and $|Z-R_s|^2\approx(\mathrm{Im}\,Z)^2$. Since $G$ then tends to $1/R_{ct}$, a plot of $\mathrm{Re}\,Z$ against $(\mathrm{Im}\,Z)^2$ is nearly straight, with intercept $R_s$. The points at 10 and 100 kHz give

$$\text{slope}=\frac{2.022-2.000}{0.530^2-0.053^2}=0.079\ \text{S/cm}^2,$$

$$R_s=2.000-0.079(0.053)^2=1.9998\ \Omega\,\text{cm}^2 .$$

A least-squares line through all four high-frequency points also gives 1.9998 Ω cm². The rounding of the data justifies only 2.000.

**Low frequency.** Where $\omega C|Z_f|\ll1$, expand the interface impedance:

$$Z-R_s=\frac{Z_f}{1+j\omega CZ_f}=Z_f-j\omega CZ_f^2+O(\omega^2C^2Z_f^3).$$

Because $(1-j)^2=-2j$,

$$Z_f^2=R_{ct}^2+\frac{2R_{ct}\sigma(1-j)}{\sqrt\omega}-\frac{2j\sigma^2}{\omega}.$$

Multiplication of the last term by $-j\omega C$ gives $-2\sigma^2C$, which is real. The other corrections are of order $\sqrt\omega$ or smaller. Therefore

$$\mathrm{Re}\,Z=R_s+R_{ct}-2\sigma^2C+\frac{\sigma}{\sqrt\omega}+O(\sqrt\omega),\qquad
-\mathrm{Im}\,Z=\frac{\sigma}{\sqrt\omega}+O(\sqrt\omega).$$

The slope of $\mathrm{Re}\,Z$ against $\omega^{-1/2}$ is $\sigma$. At 0.05 and 0.5 Hz, $\omega^{-1/2}$ is 1.7841 and 0.5642 s$^{1/2}$, so

$$\sigma\approx\frac{21.193-16.848}{1.7841-0.5642}=3.562\ \Omega\,\text{cm}^2\,\text{s}^{-1/2}.$$

The four-point least-squares value, used below, is 3.5613. The capacitive shift $2\sigma^2C$ turns out to be only 0.76 mΩ cm² here, but it grows as $\sigma^2$.

### (c) Inversion at one frequency

$R_s$ is in series with the whole interface and may be subtracted from $Z$. The diffusion impedance is in series with $R_{ct}$ alone, so it has to be removed inside the faradaic branch.

Define $s=\sigma/\sqrt\omega$ and $u=R_{ct}+s$. Then $Z_f=u-js$, and

$$Y=j\omega C+\frac{1}{u-js}=j\omega C+\frac{u+js}{u^2+s^2}.$$

The capacitor does not enter the real part:

$$G=\frac{u}{u^2+s^2}\quad\Longrightarrow\quad Gu^2-u+Gs^2=0 .$$

The two roots have product $s^2$, so one is at least $s$ and the other at most $s$. Since $R_{ct}\ge0$ requires $u\ge s$, the larger root is the physical one:

$$u=\frac{1+\sqrt{1-4G^2s^2}}{2G},\qquad R_{ct}=u-s .$$

The imaginary part is $B=\omega C+s/(u^2+s^2)$. Since $1/(u^2+s^2)=G/u$,

$$C=\frac{1}{\omega}\left(B-\frac{sG}{u}\right).$$

Two limits show where the inversion becomes delicate.

- **Very fast kinetics.** As $R_{ct}\to0$, $u\to s$ and $2Gs\to1$. The square root then approaches zero, where it magnifies errors in $G$ and $\sigma$.
- **Very slow kinetics, or high frequency.** Here $G$ is a small part of $Y$. An error $\delta R_s$ changes $Y$ by $Y^2\delta R_s$, and hence $G$ by $(G^2-B^2)\delta R_s$. When $B\gg G$ this can swamp $G$.

At low frequency, on the other hand, $\omega C$ is a small part of $Y$, so small errors in $B$ or $\sigma$ spoil $C$. To find both quantities together, frequencies near the top of the arc, where $G$ and $B$ are comparable, are a good choice, provided that $s\ll R_{ct}$ there.

### (d) Numerical result

At 400 Hz, $\omega=2513.27$ rad/s and $s=3.5613/\sqrt{2513.27}=0.07104$ Ω cm². After subtraction of $R_s$, the interface impedance is $6.593-6.457j$ Ω cm², with squared modulus 85.16 Ω² cm⁴. Its inverse has

$$G=77.4185\ \text{mS/cm}^2,\qquad B=75.8193\ \text{mS/cm}^2 .$$

With $2Gs=0.0110$, the physical root is $u=12.9164$ Ω cm². Hence

$$R_{ct}=12.9164-0.0710=12.845\ \Omega\,\text{cm}^2 .$$

The diffusion part of the susceptance is $sG/u=0.426$ mS/cm², so

$$C=\frac{(75.819-0.426)\times10^{-3}}{2513.27}=30.00\times10^{-6}\ \text{F/cm}^2 .$$

Averaging the inversions at 200, 400 and 1000 Hz gives $R_{ct}=12.846$ Ω cm² and $C=30.00$ μF/cm². With $RT/nF=12.846$ mV,

$$i_0=\frac{12.846\ \text{mV}}{12.846\ \Omega\,\text{cm}^2}=1.000\ \text{mA/cm}^2=10.00\ \text{A/m}^2,$$

$$C=30.00\ \mu\text{F/cm}^2=0.3000\ \text{F/m}^2 .$$

The conversions use 1 mA/cm² = 10 A/m² and 1 μF/cm² = 0.01 F/m².

These values agree with those used to generate the spectrum, 1.000 mA/cm² and 30.00 μF/cm². A check that needs no such knowledge is to compute $Z_f=1/(Y-j\omega C)$ and form $\mathrm{Re}\,Z_f+\mathrm{Im}\,Z_f=u-s$, which should equal the constant $R_{ct}$. Over the ten points from 0.05 to 1000 Hz the largest deviation is 0.0018 Ω cm².

The close agreement reflects nearly noise-free data. With random errors of standard deviation 0.5% of $|Z|$ in each part of the impedance, 1000 simulated spectra gave standard deviations of 0.65% in $i_0$ and 0.57% in $C$.

### (e) Mishandling the tail at 20 Hz

Here $\omega=125.66$ rad/s, $s=0.318$ Ω cm² and $u=13.164$ Ω cm². The correct inversion gives $C=29.97$ μF/cm².

**No subtraction.** If all of $B$ is assigned to the capacitor, the false contribution is

$$\Delta C=\frac{s}{\omega(u^2+s^2)}=\frac{0.318}{125.66\times173.4}=14.6\ \mu\text{F/cm}^2,$$

and the apparent capacitance is 44.55 μF/cm². The exchange current suffers less. Since $1/G\approx u=R_{ct}+s$, it comes out as 0.975 mA/cm², about 2.5% low. A small tail can thus spoil $C$ while barely affecting $i_0$, because at low frequency the capacitor's own susceptance is also small.

**Subtraction from the total.** Differentiating $Z_f/(1+j\omega CZ_f)$ with respect to $Z_f$ gives $1/(1+j\omega CZ_f)^2$. To first order in $Z_W$, the tail therefore changes the total impedance by

$$\frac{Z_W}{(1+jx)^2},\qquad x=\omega R_{ct}C,$$

and not by $Z_W$. For $x\ll1$, subtracting the full $Z_W$ leaves an error $\delta Z\approx-2jxZ_W$. The resulting admittance error is

$$\delta Y\approx-\frac{\delta Z}{R_{ct}^2}=\frac{2jxs(1-j)}{R_{ct}^2}=\frac{2xs(1+j)}{R_{ct}^2}.$$

Its imaginary part divided by $\omega$ gives $\delta C/C\approx2s/R_{ct}=4.9\%$. The direct calculation gives 31.49 μF/cm², which is 5.0% above the true 30.00.

### (f) A real zinc electrode

The chosen $i_0$ and $C$ are illustrative inputs; on a real electrode both depend on the bath, additives and surface. The diffusion tail is prominent here because the solution is dilute: $\sigma\propto1/c^*$, so at the same $D$ a 1 M zinc solution would have a $\sigma$ 200 times smaller.

For the inputs assumed below, which describe a deaerated solution, the largest estimated bias in $i_0$ comes from non-ideal capacitance. Suppose the capacitor is replaced by a constant-phase element, $Y\propto(j\omega)^{0.95}$, with the same admittance magnitude at $\omega=1/(R_{ct}C)$. The procedure then overestimates $i_0$ by 9.6%, while $C$ changes by −0.4% relative to the matched value. The element has a real admittance of its own, which the analysis mistakes for charge transfer. Both figures are averages over 200, 400 and 1000 Hz. The bias in $i_0$ is about 4%, 8% and 18% at these frequencies, and the small net change in $C$ hides pointwise changes of +3.4%, −0.1% and −4.5%. Such a drift of the pointwise values with frequency is the warning sign.

Zinc also corrodes. For an assumed hydrogen current of 10 μA/cm² with transfer coefficient 0.5, the parallel reaction raises the apparent $i_0$ by 0.25%. Across an assumed 300 μm diffusion layer, the dissolving zinc raises the surface concentration by 4.4%. At equilibrium $i_0\propto c\,e^{-\alpha_cfE}$ with $E=(\ln c)/(nf)+\text{const}$, so $i_0\propto c^{\alpha_a/n}$. For $\alpha_a=1.5$ the true $i_0$ is then 3.3% above its value at the bulk concentration. The net anodic zinc current also moves the electrode slightly off the zinc equilibrium, which for $\alpha_a=1.5$ raises the apparent $i_0$ by about another 0.5%; for $\alpha_a<1$ this shift would lower it instead. These estimates ignore dissolved oxygen. In aerated solution, diffusion-limited oxygen reduction across the same layer can supply a few tens of μA/cm²; at 25 μA/cm² the surface concentration rises by 11% and, for $\alpha_a=1.5$, the apparent $i_0$ by about 9.5%, as much as the constant-phase bias.

The same layer changes the diffusion impedance by only 0.025% at 0.05 Hz, but this figure depends exponentially on the assumed thickness: it is 2.2% for 150 μm and 10.5% for 100 μm, where the fitted $\sigma$ is 17% too high although $i_0$ moves by only 0.1%. A 5 mV amplitude, taken wholly across the interface, raises the fundamental kinetic current by 0.83% for $\alpha_a=1.5$. At 0.05 Hz, however, 5 mV applied across the whole impedance, $R_s$ included, modulates the surface concentration by about 16%, so a smaller amplitude would be safer for determining $\sigma$. The single-step rate law is a further assumption: zinc can dissolve and deposit through adsorbed intermediates, which may add relaxations that this circuit lacks. On such an electrode, quoting $i_0$ as about 1 mA/cm² would be more defensible than quoting four digits.

## Table of computed values

```
Inputs: T 298.15 K, n 2, Zn2+ 5.0 mM, D 7.0e-06 cm2/s
Hidden i0 1.000 mA/cm2, C 30.00 uF/cm2
Hidden Rs 2.000, Rct 12.846 ohm cm2
Hidden sigma 3.5584 ohm cm2 s^-1/2
Frequency Hz | Re Z | -Im Z (ohm cm2)
      0.05    21.193     6.352
      0.10    19.332     4.494
      0.20    18.017     3.184
      0.50    16.848     2.028
     20.00    15.100     0.966
     50.00    14.805     1.772
    100.00    14.192     3.119
    200.00    12.392     5.153
    400.00     8.593     6.457
   1000.00     3.862     4.532
  10000.00     2.022     0.530
  20000.00     2.005     0.265
  50000.00     2.001     0.106
 100000.00     2.000     0.053
Found Rs 1.9998 ohm cm2, sigma 3.5613 ohm cm2 s^-1/2
D from found sigma 6.988e-06 cm2/s
Frequency Hz | Rct ohm cm2 | C uF/cm2
      20.0    12.846    29.970
      50.0    12.846    29.996
     100.0    12.846    30.003
     200.0    12.846    29.999
     400.0    12.845    29.998
    1000.0    12.847    30.002
400 Hz: w 2513.27 rad/s, s 0.07104 ohm cm2
400 Hz: G 77.4185, B 75.8193 mS/cm2
400 Hz: u 12.9164 ohm cm2
Final Rct 12.846 ohm cm2, RT/(nF) 12.8463 mV
Final i0 1.0000 mA/cm2 = 10.000 A/m2
Final C 30.000 uF/cm2 = 0.3000 F/m2
Largest branch-line deviation 0.0018 ohm cm2
20 Hz, no tail subtraction: C 44.55 uF/cm2
20 Hz, no tail subtraction: i0 0.9753 mA/cm2
20 Hz, direct subtraction: C 31.49 uF/cm2
Capacitive shift 2 sigma^2 C 0.761 mohm cm2
Diffusion solution, largest relative error 6.8e-07
Noise 0.5% of |Z| in each part, 1000 spectra
Scatter: i0 0.65%, C 0.57%
CPE exponent 0.95: i0 bias 9.6%, C bias -0.4%
Layer 300 um: tail error at 0.05 Hz 0.025%
Amplitude 5 mV: kinetic current +0.83%
Zn2+ surface modulation at 0.05 Hz 15.8%
H2 current 10 uA/cm2: i0 bias 0.25%
Corrosion: surface Zn2+ +4.4%, i0 +3.3%
Zn2+ migration transport number 0.0020
```
